# Landau-Khalatnikov Reversal Time at Large Field: Leading Law and Inverse-Cube Correction

## The decision this result settles

Suppose that computed or measured reversal times $T$ at several constant fields $E$ are to yield a drag coefficient. One must choose what to plot and which correction to allow. For uniform reversal between opposite zero-field minima of an even energy, $ET$ should be plotted against $1/E^2$, not against $1/E$. The intercept is $2\gamma P_0$, which gives the drag coefficient if $P_0$ is known. The initial slope divided by the intercept gives the square of the coercive field, up to a number fixed by the shape of the energy. In the high-field expansion, a term linear in $1/E$ in that plot signals unequal endpoint energies, for example from an internal bias. Over a finite range of fields, omitted higher terms can imitate it, so a suspected bias should be checked by comparing the two directions of reversal. The same result tells a device simulator when $T\propto1/E$ is accurate enough.

## Model and conventions

Let $F_0(P)$ be the zero-field energy density of a uniform polarization $P$. It is smooth and even, with strict minima at $\pm P_0$. The field $E$ is conjugate to $P$, so the energy density in the field is $F_0-EP$. Overdamped relaxation down this energy gives the Landau-Khalatnikov equation

$$
\gamma\frac{dP}{dt}=-\frac{d}{dP}(F_0-EP)=E+g(P),\qquad g(P)=-F_0'(P).
$$

Here $\gamma>0$ is the drag coefficient. No constant of nature appears, so the algebra reads the same in atomic units and in SI. In SI, $\gamma$ is a field divided by a current density, with unit $\Omega\,$m.

The field is switched on at once at $t=0$, when $P=-P_0$, and is then held constant. The clock stops when $P$ passes $+P_0$. This is not the equilibrium in the field: since $g(P_0)=0$, the polarization still moves there at the rate $E/\gamma$. The field equilibrium lies beyond $P_0$, and the exponential approach to it takes infinite time. A finite reversal time therefore needs a stated stopping point.

## Exact time and its expansion

Because $F_0$ is even, $g$ is odd. Let $G=\max|g|$ on $[-P_0,P_0]$ and assume $E>G$. Then $E+g>0$ along the whole path, $P$ rises monotonically, and the variables can be separated:

$$
T=\gamma\int_{-P_0}^{P_0}\frac{dP}{E+g(P)}.
$$

With $u=g/E$, use the identity

$$
\frac1{1+u}=1-u+u^2-u^3+\frac{u^4}{1+u},
$$

which is verified by multiplying through by $1+u$. Dividing by $E$ and integrating gives

$$
T=\gamma\left[\frac{2P_0}{E}-\frac{1}{E^2}\int g\,dP+\frac1{E^3}\int g^2dP-\frac1{E^4}\int g^3dP+R\right],
$$

$$
R=\frac1{E^5}\int\frac{g^4}{1+g/E}\,dP,\qquad 0<R\le\frac{2P_0G^4}{E^5(1-G/E)}.
$$

All integrals run from $-P_0$ to $P_0$. Those of $g$ and $g^3$ vanish because the integrands are odd. Hence

$$
\boxed{T=\frac{2\gamma P_0}{E}+\frac{\gamma}{E^3}\int_{-P_0}^{P_0}[F_0'(P)]^2dP+O(E^{-5})}
$$

The inverse-cube coefficient is strictly positive, since $F_0'$ cannot vanish everywhere when the minima are strict.

The absence of every even inverse power is seen by pairing the points $P$ and $-P$:

$$
\frac1{E+g}+\frac1{E-g}=\frac{2E}{E^2-g^2},\qquad
T=2\gamma E\int_0^{P_0}\frac{dP}{E^2-g^2}.
$$

This folded form is also convenient for quadrature.

## Why the inverse-square term cancels

For general endpoints $P_i$ and $P_f$, the inverse-square coefficient is

$$
-\gamma\int_{P_i}^{P_f}g\,dP=\gamma\,[F_0(P_f)-F_0(P_i)].
$$

It measures the difference in zero-field energy between the endpoints. From $-P_0$ to $0$ the polarization climbs the barrier and loses time. From $0$ to $P_0$ it descends and regains the same time at this order. For the quartic energy below, in units with $a=P_0=\gamma=1$, high-precision quadrature gives coefficients $+0.25000$ and $-0.25000$ for the two halves, equal to the energy steps.

The next order does not cancel, because travel time is a convex function of speed: a given reduction in speed costs more time than an equal increase saves. This is the origin of the positive $\int g^2dP$.

Stopping at any point whose zero-field energy differs from that of the start, such as the barrier top of the quartic energy, restores the inverse-square term.

## Quartic energy

Take $F_0=-aP^2/2+bP^4/4$ with $a,b>0$. Then $g=aP-bP^3$ and $P_0=\sqrt{a/b}$. Setting $P=P_0x$ and $b=a/P_0^2$ gives

$$
g=aP_0(x-x^3).
$$

On $0\le x\le1$ the maximum satisfies $1-3x^2=0$, so $x=1/\sqrt3$. There $x-x^3=1/\sqrt3-1/(3\sqrt3)=2/(3\sqrt3)$. The coercive field of uniform reversal is therefore

$$
E_c=G=\frac{2aP_0}{3\sqrt3},\qquad (aP_0)^2=\frac{27}{4}E_c^2.
$$

Define $h=E_c/E$ and $q(x)=g/E_c=(3\sqrt3/2)(x-x^3)$, so that $0\le q\le1$ on $[0,1]$. The folded integral becomes

$$
T=\frac{2\gamma P_0}{E}\int_0^1\frac{dx}{1-h^2q^2}
=\frac{2\gamma P_0}{E}\sum_{m=0}^{\infty}c_mh^{2m},\qquad c_m=\int_0^1q^{2m}dx.
$$

For $h<1$ the geometric series converges uniformly in $x$, which permits integration term by term. The first two corrections follow from

$$
\int_0^1(x^2-2x^4+x^6)dx=\frac13-\frac25+\frac17=\frac{35-42+15}{105}=\frac8{105},
$$

$$
c_1=\frac{27}{4}\cdot\frac8{105}=\frac{18}{35},
$$

$$
\int_0^1x^4(1-x^2)^4dx=\frac15-\frac47+\frac69-\frac4{11}+\frac1{13}=\frac{128}{15015},
$$

$$
c_2=\left(\frac{27}{4}\right)^2\frac{128}{15015}=\frac{1944}{5005}.
$$

Thus

$$
T=\frac{2\gamma P_0}{E}\left[1+\frac{18}{35}\frac{E_c^2}{E^2}+\frac{1944}{5005}\frac{E_c^4}{E^4}+\cdots\right].
$$

In the original parameters the inverse-cube term is $16\gamma a^2P_0^3/(105E^3)$. For higher coefficients, put $s=x^2$ and $dx=ds/(2\sqrt s)$:

$$
c_m=\left(\frac{27}{4}\right)^m\frac12\int_0^1s^{m-1/2}(1-s)^{2m}ds
=\frac12\left(\frac{27}{4}\right)^mB\!\left(m+\tfrac12,2m+1\right),
$$

where $B$ is the beta function.

**Truncation error.** After the inverse-cube term, the remainder divided by the leading time is

$$
r=\int_0^1\frac{h^4q^4}{1-h^2q^2}dx,\qquad c_2h^4<r<\frac{c_2h^4}{1-h^2},
$$

because the denominator lies between $1-h^2$ and $1$. The truncated formula therefore underestimates $T$ by a controlled amount.

**A sixth-order case.** The general coefficient does not depend on the quartic form. In reduced units with $P_0=\gamma=1$, take $F_0'=P(P^2-1)(P^2-\tfrac15)$, which adds a metastable minimum at $P=0$. Since $F_0'=P^5-\tfrac65P^3+\tfrac15P$,

$$
\int_{-1}^{1}(F_0')^2dP=2\left[\frac1{11}-\frac{2.4}{9}+\frac{1.84}{7}-\frac{0.48}{5}+\frac{0.04}{3}\right]=0.0088658.
$$

Quadrature of the travel time at $E=1000$ gives the same value for $E^3(T-2/E)$. The number $18/35$ belongs to the quartic energy; for another even energy, $\int(F_0')^2dP$ must be evaluated afresh.

## The opposite limit: just above the coercive field

The series is a poor tool near $E_c$, where most of the time is spent at the bottleneck $x=-1/\sqrt3$. Put $x=-1/\sqrt3+\delta$. Since $q''(1/\sqrt3)=(3\sqrt3/2)(-6/\sqrt3)=-9$,

$$
E+g\simeq E-E_c+\frac92E_c\delta^2.
$$

As $E\to E_c$ the slow region becomes narrow, so the limits on $\delta$ may be extended to infinity. With $\int_{-\infty}^{\infty}d\delta/(A+B\delta^2)=\pi/\sqrt{AB}$,

$$
T\simeq\frac{\pi\sqrt2}{3}\,\frac{\gamma P_0}{\sqrt{E_c(E-E_c)}}.
$$

This diverges at $E_c$, where the series also ceases to converge. For $0<E<E_c$, $E+g$ has two zeros between $-P_0$ and $0$, and the polarization settles at the first one it meets. In the example below, a field of $0.98E_c$ leaves it at $-12.9\ \mu$C/cm$^2$.

## Worked example

Consider a 10 nm film with $P_0=20\ \mu$C/cm$^2$, $E_c=1$ MV/cm, $E=3$ MV/cm and $\gamma=1\ \Omega\,$m. The leading time is

$$
T_1=\frac{2(1\ \Omega\,\mathrm m)(0.20\ \mathrm{C/m^2})}{3\times10^8\ \mathrm{V/m}}=1.333\ \mathrm{ns}.
$$

With $h^2=1/9$, the inverse-cube correction is $(18/35)/9=0.0571$ of $T_1$, giving $1.410$ ns. The next term adds $0.3884/81=0.0048$ of $T_1$, giving $1.416$ ns. Quadrature and direct integration of the equation of motion both give $1.417$ ns. The remainder after the cubic term is $0.0053\,T_1$, inside the bounds $0.0048$ and $0.0054$.

At fixed $P_0$, $E_c$ and $\gamma$, the errors relative to the full $T$ are:

| $E/E_c$ | $T$ (ns) | leading law | through $E^{-3}$ |
|---:|---:|---:|---:|
| 1.2 | 6.12 | −45.6% | −26.1% |
| 2 | 2.32 | −13.7% | −2.7% |
| 3 | 1.42 | −5.9% | −0.50% |
| 4 | 1.03 | −3.3% | −0.15% |
| 8 | 0.504 | −0.81% | −0.01% |

At $1.2E_c$ the bottleneck formula gives $1.481\times2\ \mathrm{ns}/\sqrt{0.2}=6.6$ ns, about 8% high and much closer than the truncated series. Between the two limits, quadrature of the folded integral is the safe choice.

The full time exceeds the leading law by 1% at $7.2$ MV/cm, well above a rough breakdown field of 4 MV/cm. For these parameters, 1% accuracy at usable fields therefore requires at least the inverse-cube correction, which is itself sufficient only above about 2.5 MV/cm. At lower fields the full integral should be used.

## What disturbs a fit

**Finite field range.** The intercept and initial slope are limits at high field, which breakdown may put out of reach. For the film above, a straight line through exact values of $ET$ at eleven evenly spaced fields from 2 to 4 MV/cm gives a drag coefficient 1% low but a coercive field 14% high. Adding a $1/E^4$ term to the fit of $ET$ reduces the error in the coercive field to about 3%. Adding a $1/E$ term instead produces an apparent bias of 0.23 MV/cm although none is present. If the shape of the energy is known, fitting the full integral for $T$ avoids these truncation errors. A wrong shape can cost more than it saves: fitting the quartic integral at the same eleven fields to exact times for the sixth-order energy above, scaled to the same $P_0$ and $E_c$, gives a coercive field 23% low, though the drag coefficient stays within 1%.

**Internal bias.** A bias $E_b$ replaces $E$ by $E+E_b$. Keep the endpoints at the unbiased $\pm P_0$ and write $K=\gamma\int(F_0')^2dP$. Then

$$
T_+=\frac{2\gamma P_0}{E}-\frac{2\gamma P_0E_b}{E^2}+\frac{K+2\gamma P_0E_b^2}{E^3}+\cdots.
$$

Reversal in the other direction, with the applied field reversed, has $E_b\to-E_b$. The mean of the two times loses the inverse-square term but keeps $E_b^2$ in the slope. For $E_b=0.2$ MV/cm in the example, the two times are $1.318$ and $1.532$ ns, shifts of −7% and +8%, as large as the correction sought. Their mean is $1.425$ ns, 0.6% above the unbiased value.

**Pulse rise.** For a linear rise lasting $t_r$, shorter than the reversal, integrate the equation of motion over time. Neglecting $\int g\,dt$ gives $2\gamma P_0\simeq E(T-t_r/2)$, so $T$ acquires an offset $t_r/2$ that does not fall with field. A 0.10 ns rise delays the example by 0.051 ns, or 3.6%. This offset must be removed before $ET$ is plotted.

**Series resistance.** A resistance $R$ feeding a film of area $A$ and thickness $d$ carries the current $A\,dP/dt$, if the background dielectric current is neglected. With $E$ now the source voltage divided by $d$, the film field is $E-(RA/d)\,dP/dt$. Moving the last term to the left of the equation of motion gives

$$
\left(\gamma+\frac{RA}{d}\right)\frac{dP}{dt}=E+g(P).
$$

The form of the expansion survives, but the fitted drag is $\gamma+RA/d$. For 50 $\Omega$ and 100 $\mu$m$^2$ the added drag is $0.5\ \Omega\,$m and the predicted time is 2.12 ns. Including a background permittivity of 30 raises it to 2.22 ns. This extra delay of about 0.09 ns hardly depends on field, so, like the pulse-rise offset, it must be removed before $ET$ is plotted. For 1 $\mu$m$^2$ the full result is 1.425 ns, within 1% of the ideal case.

**Depolarization.** A field $-kP$ is odd and introduces no inverse-square term between $\pm P_0$. It changes the cubic integrand to $(g-kP)^2$. Take $k=\lambda/(\epsilon_0d)$, where $\lambda$ is the screening length summed over both interfaces and the background permittivity is neglected. A rough $\lambda=0.01$ nm gives 0.23 MV/cm at $P_0$ and shortens $T$ by 1.7%, with the endpoints held fixed. The film's own zero-field minima, however, move inward to about $\pm0.96P_0$. Reversal between these takes 5.9% less time than without depolarization. With 0.01 nm at each electrode, the field at $P_0$ doubles to 0.45 MV/cm, the minima move to $\pm0.91P_0$ and the reduction is about 12%. A background permittivity $\epsilon_b$ divides both $k$ and the applied field in the film by $1+\lambda\epsilon_b/d$. For $\epsilon_b=30$ and $\lambda=0.01$ nm this factor is 1.03, and at fixed voltage the 5.9% shrinks to 2.6%.

## Energy, heating and the real film

Multiplying the equation of motion by $dP/dt$ and integrating gives the dissipated energy density

$$
\int_0^T\gamma\left(\frac{dP}{dt}\right)^2dt=\int_{-P_0}^{P_0}(E-F_0')dP=2P_0E,
$$

since the endpoint energies are equal. Here it is 120 J/cm$^3$. With a rough heat capacity of 2.5 J/(cm$^3\,$K), this would warm the film by 48 K if no heat escaped. This is an upper bound. The rough heat diffusion time across the film, 0.25 ns, is shorter than $T$, so most of the heat leaves during reversal if the electrodes stay cold, and the mean rise is then only about 1 K. If the surroundings conduct and store heat like the film itself, they warm up too and the mean rise reaches about 12 K. The resulting change of $a$ with temperature is not included.

The values of $P_0$ and $E_c$ are rough ones typical of ferroelectric hafnium-zirconium oxide films, but real films generally switch through nucleation and domain growth. A measured coercive field is then an effective input, not the uniform-model $E_c$ of the material. The model's zero-field barrier is 0.081 eV/nm$^3$, or 3.1 $k_BT$ per cubic nanometre at 300 K. This figure leaves out interface energy, and by itself it gives no ground for assuming that small regions must move together. The uniform equation cannot say how far nucleation would shift the 1.4 ns.

The drag coefficient is also effective. Ions with plasma frequency $\omega_i$ respond as $d^2P/dt^2=\epsilon_0\omega_i^2E$, so their inertia coefficient is $1/(\epsilon_0\omega_i^2)$. Rough values of 0.1 eV for $\hbar\omega_i$ and 5 meV for the damping give a lattice drag of $3.7\times10^{-5}\ \Omega\,$m, far below the value used. Since $T\propto\gamma$, that drag would give a reversal time near 0.05 ps, shorter than the momentum relaxation time $\hbar/(5\ \mathrm{meV})\approx0.13$ ps. The overdamped equation would then fail. The example's $\gamma$ must stand for slower processes, and a fitted value of that size should not be reported as phonon damping.

The numerical output below lists the inputs and results to more digits. Its thermal spread of $T$ for a 10 nm cube counts only the spread of the starting polarization; thermal noise during the motion is left out and would widen it about threefold, to roughly 1% of $T$.

## Values computed for the example and the checks

```
c1 = 18/35 = 0.51429; c2 = 1944/5005 = 0.38841
power of E after leading term: -3.00005
power of E after cubic term: -5.00005
sextic 1/E^3 coefficient, measured: 0.0088658
sextic 1/E^3 coefficient, formula: 0.0088658
1/E^2 coefficient, -P0 to 0 (reduced): 0.25000
1/E^2 coefficient, 0 to P0 (reduced): -0.25000
1/E^2 coefficient, bias 0.1 (reduced): -0.20000
P0 = 20.0 uC/cm2; Ec = 1.00 MV/cm
E = 3.00 MV/cm; thickness = 10.0 nm
drag = 1.00 ohm m
a = 1.2990e+09 V m/C; b = 3.2476e+10 V m^5/C^3
T by quadrature = 1.416576 ns
T by time integration = 1.416576 ns
T leading = 1.333333 ns
T through 1/E^3 = 1.409524 ns
T through 1/E^5 = 1.415917 ns
stall at 0.98 Ec: P = -12.856 uC/cm2
series/quadrature - 1 at 1.1 Ec: -7.1e-15
E/Ec, T (ns), error of leading (%), error through cubic (%)
 1.2   6.12325   -45.563  -26.1207
 1.5   3.60653   -26.060   -9.1596
 2.0   2.31871   -13.745   -2.6554
 3.0   1.41658    -5.876   -0.4978
 4.0   1.03374    -3.264   -0.1549
 8.0   0.50407    -0.807   -0.0095
T exceeds leading law by 1% at E = 7.224 MV/cm
rough breakdown field = 4.0 MV/cm; E/breakdown = 0.75
imprint 0.20 MV/cm: T aided 1.3178 ns, opposed 1.5324 ns
imprint: mean of directions = 1.4251 ns, shift 0.60 %
screening length 0.01 nm: field at P0 0.226 MV/cm
depolarization changes T by -1.69 %
pulse rise 0.10 ns delays reversal by 0.0510 ns
series resistance 50 ohm; background permittivity 30
pad 1 um2: T = 1.4250 ns, added drag only 1.4237 ns, RC 0.00133 ns
pad 100 um2: T = 2.2176 ns, added drag only 2.1249 ns, RC 0.13281 ns
heat released = 120.00 J/cm3; 2 P0 E = 120.00 J/cm3
heat capacity 2.5 J/(cm3 K); conductivity 1.0 W/(m K)
warming without heat loss = 48.0 K; heat diffusion time 0.250 ns
zero-field barrier = 0.0811 eV/nm3 = 3.14 kT per nm3 at 300 K
10 nm cube at 300 K: spread of P 0.63 % of P0, of T 0.30 %
ionic plasma energy 0.1 eV: inertia/drag = 4.9e-18 s
lattice drag for 5 meV damping = 3.7e-05 ohm m
```
